Valley repopulation and the hyperfine coupling of a strained silicon donor

Q: An implanted donor in silicon serves as a qubit, and its contact hyperfine coupling A, together with the magnetic field, sets the resonance frequencies. I strain the crystal along [001]. Pulling and squeezing are opposite actions, so I expect opposite shifts of A, and hence a linear term. Why should there be none?

A: Let us first fix a model. Silicon has six conduction-band minima, or valleys, along ±x, ±y and ±z. In the valley-repopulation model the donor electron is

ψ(r) = Σ_j α_j φ_j(r), Σ_j |α_j|² = 1,

where φ_j is the Bloch function of valley j times a slowly varying envelope. Strain moves the valley energies and so changes the α_j. The φ_j and the couplings between valleys keep their unstrained form, and only the lowest shell of donor states, the 1s manifold, is kept. Whether A has a linear term must then follow from the α_j.

Q: What are the α_j without strain? The couplings could be fifteen different numbers.

A: The donor site has tetrahedral symmetry. Its operations carry any valley into any other, any opposite pair into any other opposite pair, and any adjacent pair into any other adjacent pair. Each valley function is unchanged by the operations that leave its own direction in place, so the phases can be chosen such that the operations merely permute the φ_j. Two couplings remain: −a between opposite valleys and −b between adjacent ones. Both are real, because some operation exchanges the two members of each pair. The common diagonal energy is set to zero.

List amplitudes in the order +x, −x, +y, −y, +z, −z. Each valley has one opposite and four adjacent partners.

For A1 = (1,1,1,1,1,1)/√6, every row of the matrix gives the energy −a − 4b.

For (1,−1,0,0,0,0)/√2, the +x row gives −a·(−1) = +a times the amplitude, and the contributions to the y and z rows cancel. The y and z analogues complete a triplet, T2, at energy +a.

For E_z = (−1,−1,−1,−1,2,2)/√12, a z row gives −2a + 4b = 2(−a + 2b), and an x row gives a − 2b = −1·(−a + 2b). The energy is therefore −a + 2b. A second such state, (1,1,−1,−1,0,0)/2, makes this a doublet, E.

The doublet lies above the singlet by

Δ = (−a + 2b) − (−a − 4b) = 6b.

I take a and b positive, as the level spacings in the example below require. A1 is then the ground state.

Q: And how does A follow from the amplitudes?

A: The contact coupling is proportional to |ψ(0)|², the electron density at the donor nucleus. The symmetry that permutes the valleys also makes every φ_j(0) equal to one number u, so

|ψ(0)|² = |u|² |Σ_j α_j|².

For A1 the sum is 6/√6 = √6, and its square is 6. For real amplitudes, therefore,

A/A0 = (Σ_j α_j)²/6,

where A0 is the unstrained coupling. In E and T2 the amplitudes add to zero, so these states have no contact density.

Q: Now strain it. Does "uniaxial strain" mean that the sides are held, or that they may contract?

A: Either will do, provided ε_xx = ε_yy and there is no shear. Valley j moves by Ξ_d Tr ε + Ξ_u ε_jj, where ε_jj is the strain along its axis and Ξ_d, Ξ_u are deformation potentials. The mean shift of the six valleys, (Ξ_d + Ξ_u/3) Tr ε, leaves the amplitudes alone. Define

e = ε_zz − ε_xx, δ = Ξ_u e, x = δ/Δ.

The number x carries no unit and is not the coordinate. With Tr ε = 2ε_xx + ε_zz, the remaining shift of the z valleys is

Ξ_u [ε_zz − (2ε_xx + ε_zz)/3] = 2δ/3,

and that of the x and y valleys is

Ξ_u [ε_xx − (2ε_xx + ε_zz)/3] = −δ/3.

Since Ξ_u > 0, tension along [001] raises the z valleys and gives x > 0.

Q: Then the electron leaves the z valleys in proportion to the strain. That looks linear to me.

A: To first order the populations are indeed linear; the density at the nucleus is a separate matter. Call the shift operator V. Acting on A1 it gives

V A1 = (δ/3)(−1,−1,−1,−1,2,2)/√6 = (√2 δ/3) E_z.

Acting on E_z it gives (δ/3)(1,1,1,1,4,4)/√12. Since

(1,1,1,1,4,4) = 2(1,1,1,1,1,1) + (−1,−1,−1,−1,2,2),

this is

V E_z = (δ/3)(√2 A1 + E_z).

Strain therefore mixes A1 with E_z and with no other state of the manifold. To first order the admixed amplitude is −(√2 δ/3)/Δ = −√2 x/3. But E_z has no density at the nucleus, so it contributes nothing to ψ(0). All that A can register is the lost weight of A1, which is the square of the admixture:

A/A0 ≈ 1 − 2x²/9.

The sign of x drops out.

Q: That is perturbation theory. Could a linear piece, or a rise of A, hide in what you dropped?

A: The two-state problem can be solved in full. Measured from the A1 energy, its matrix has diagonal elements 0 and Δ + δ/3 and off-diagonal element g = √2 δ/3. Its eigenvalues λ obey

λ² − (Δ + δ/3)λ − 2δ²/9 = 0.

Write D = Δ + δ/3 and S = √(D² + 4g²). Then

S² = Δ² + 2Δδ/3 + δ²/9 + 8δ²/9 = Δ²(1 + 2x/3 + x²).

With R = √(1 + 2x/3 + x²), we have S = ΔR, and the lower root is

λ = (D − S)/2 = (Δ/2)(1 + x/3 − R).

If the state is c A1 + s E_z, the first row of the matrix gives g s = λ c. The A1 weight is therefore c² = g²/(g² + λ²). Insert g² = (S² − D²)/4:

g² + λ² = [S² − D² + D² − 2DS + S²]/4 = S(S − D)/2,

c² = [(S − D)(S + D)/4]·[2/(S(S − D))] = (S + D)/(2S).

Because E_z has no contact density, A/A0 = c²:

A/A0 = ½[1 + (1 + x/3)/R].

For x ≠ 0 the coupling g is nonzero, so S > |D| and A/A0 < 1. At x = 0 the ratio is 1. Within the model, then, A falls for either sign of strain, and a smooth function with its maximum at x = 0 has no linear term there.

Q: Show me the series.

A: Let y = 1 + x/3. Then R² = y² + 8x²/9, and

y/R = [1 + 8x²/(9y²)]^(−1/2) = 1 − 4x²/(9y²) + O(x⁴).

With 1/y² = 1 − 2x/3 + O(x²), this gives

A/A0 = 1 − 2x²/9 + 4x³/27 + O(x⁴).

The cubic term has a simple origin. Strain also moves E_z by δ/3, so tension widens the gap and weakens the mixing, while compression narrows the gap and strengthens it.

Q: You followed one branch. Might a T2 level cross below it at large strain?

A: No, as long as a and b are positive. Every off-diagonal element of the six-valley matrix is then negative. Replacing the amplitudes of a ground state by their absolute values cannot raise its energy, so some ground state has no negative amplitude. None can be zero either: the row of an empty valley would require the amplitudes of all the others, which enter with one sign, to add to zero. So all are positive. The four states outside the pair A1, E_z do not mix with that pair, and their amplitudes add to zero, so no combination of them can be positive everywhere. The ground state must lie on the branch we followed.

Q: I still want to see the repopulation itself. How can the populations move linearly and A not?

A: Let p_z be the total population of the two z valleys. The derivative of the energy with respect to δ is the expectation value of the derivative of the matrix:

dλ/dδ = (2/3)p_z − (1/3)(1 − p_z) = p_z − 1/3.

From the formula for λ, using dR/dx = (x + 1/3)/R, the same derivative is ½[1/3 − (x + 1/3)/R]. Hence

p_z = ½[1 − (x + 1/3)/R].

For small x, 1/R ≈ 1 − x/3, so (x + 1/3)/R ≈ 1/3 + 8x/9, and

p_z ≈ 1/3 − 4x/9.

This is the linear repopulation you expected. Now express A through it. The z amplitudes are each √(p_z/2), and the other four are each √((1 − p_z)/4). Their sum is √(2p_z) + 2√(1 − p_z), so

A/A0 = (1/3)F², F = √p_z + √(2(1 − p_z)).

At p_z = 1/3 the value is F = √3. The slope is

F′ = 1/(2√p_z) − 1/√(2(1 − p_z)) = √3/2 − √3/2 = 0.

What the z valleys lose in amplitude, the other four gain. The curvature is

F″ = −1/(4p_z^(3/2)) − 1/[2(1 − p_z)]^(3/2) = −3√3/4 − 3√3/8 = −9√3/8.

For a small change q of p_z this gives F² ≈ 3 + √3·F″q² = 3 − 27q²/8, so A/A0 ≈ 1 − 9q²/8. Setting q = −4x/9 returns 1 − 2x²/9.

Q: What if the strain is enormous?

A: For x → +∞ the ratio (1 + x/3)/R tends to 1/3, so A/A0 → 2/3. Four valleys with amplitude 1/2 each have the sum 2, and 2²/6 = 2/3. For x → −∞ the ratio tends to −1/3 and A/A0 → 1/3: two valleys with amplitude 1/√2 have the sum √2, and 2/6 = 1/3. These limits of the model are approached only when |x| is much larger than 1, that is, when |e| is far above Δ/Ξ_u.

Q: Has the algebra been compared with the full six-valley matrix?

A: Yes. It was diagonalized at 60 values of x from −6 to 6 for each of three level schemes. The largest deviation from the formulas for A/A0 and p_z was 1.9×10⁻¹⁵. Finite differences of the diagonalized A/A0, taken at x = ±0.02 and ±0.04, gave a linear coefficient of 1×10⁻⁷, which is the size of the differencing error, a quadratic one of −0.2222 and a cubic one of 0.148. This confirms the solution of the model; it says nothing about how well the model describes a donor.

Q: Then give me numbers for a device.

A: Take rough values typical of phosphorus in silicon: Ξ_u = 9 eV, Δ = 13 meV, T2 lying 12 meV above A1, and A0 = 120 MHz. From 6b = 13 meV and 2a + 4b = 12 meV, b ≈ 2.2 meV and a ≈ 1.7 meV, both positive as assumed.

Stretch a bar along [001] by ε_zz = 3×10⁻⁴ with its sides free. Zero lateral stress means (C11 + C12)ε_xx + C12 ε_zz = 0. With the example inputs C11 = 166 GPa and C12 = 64 GPa, whose last digits are a choice and not a claim of accuracy,

ε_xx/ε_zz = −64/230 = −0.278.

The axial stress is 39 MPa. Then

e = 1.278 × 3×10⁻⁴ = 3.83×10⁻⁴,
δ = 9000 meV × 3.83×10⁻⁴ = 3.45 meV,
x = 3.45/13 = 0.2655.

Next, R² = 1 + 0.1770 + 0.0705 = 1.2475, so R = 1.117 and

A/A0 = ½(1 + 1.0885/1.117) = 0.987.

The coupling falls by 1.27 %, or 1.5 MHz. The z population drops from 0.333 to 0.232, a loss of 30 % of its initial value.

For compression by the same amount, x = −0.2655 and p_z rises to 0.464. The coupling again falls, by 1.78 % or 2.1 MHz. The third digits serve only to compare results within the model; the inputs are too rough to fix them for a real donor.

Q: The two falls differ. So the law is not quadratic here?

A: Not purely. The quadratic term alone gives 1.57 % for both signs. The cubic term, 4x³/27, shifts this by 0.28 percentage points in opposite directions, to 1.29 % and 1.84 %; higher terms supply the rest.

Q: And with clamped sides?

A: At the same ε_zz, e equals ε_zz and is smaller, so x = ±0.208. A falls by 0.82 % under tension and by 1.07 % under compression.

Q: You said the numerical check does not show how well the model describes a donor. Does a real one have a linear term?

A: Symmetry allows one. For strain without shear, a linear change of the contact coupling has the form c₁ε_xx + c₂ε_yy + c₃ε_zz. The site symmetry permutes the axes, so c₁ = c₂ = c₃, and the change is proportional to the volume strain Tr ε. The model sets this coefficient to zero by freezing the φ_j. Letting only the couplings between valleys vary with strain would not restore it: to first order they too can only admix states that have no contact density. Write the omitted term as

|ΔA/A0| = K |Tr ε|/3,

with K roughly 20 to 80 for donors in silicon; phosphorus, our example, lies near the upper end and bismuth near the lower. For the free bar, Tr ε = (1 − 2×0.278) × 3×10⁻⁴ = 1.33×10⁻⁴, so the term is 0.09 % to 0.36 % of A0, against the model's 1.27 % under tension. For clamped sides it is 0.2 % to 0.8 %, and at the upper end it rivals the model's whole shift.

Q: So at small enough strain the linear term wins, and your quadratic law fails just where you expanded it?

A: For a real donor, yes. Let t = |Tr ε/ε_zz| and r = e/ε_zz. The two terms are equal in size when

K t|ε_zz|/3 = (2/9)(Ξ_u r ε_zz/Δ)²,

which gives

|ε_zz| = (3/2) K t [Δ/(Ξ_u r)]².

With free sides this is 1.7×10⁻⁵ to 6.8×10⁻⁵, and with clamped sides 6.3×10⁻⁵ to 2.5×10⁻⁴. Well below these strains the volume term dominates. The quadratic law needs a strain well above them and yet a small |x|, and whether both can hold depends on K and on the sides. At the equal-size strain |x| = (3/2) K t Δ/(Ξ_u r), so what counts is the product KΔ. With free sides, K = 20 and Δ = 13 meV, ten times the equal-size strain gives |x| ≈ 0.15. The volume and cubic terms are then each about a tenth of the quadratic one, and the quadratic law holds to about 20 %. But that pair of values is more favourable than phosphorus or bismuth. For phosphorus, with K near 80, ten times the equal-size strain gives |x| ≈ 0.6, where the cubic term is already 40 % of the quadratic one. For bismuth, K is near 20 but Δ is about three times larger, which gives |x| ≈ 0.45. Neither has such a window. With clamped sides and K = 80, the two terms become equal only at x ≈ 0.17, and ten times that strain gives x ≈ 1.7, so there is none. For strain that keeps the volume constant, symmetry removes the linear term in the real donor as well.

Q: What else did you leave out?

A: Three effects can be sized for the free bar under tension.

First, the density at the nucleus from each valley may itself respond to strain. Suppose it changes by the fraction K(ε_jj − Tr ε/3), with the same range of K; that is an assumption about its size and sign. These changes add to zero over the six valleys, so in the equal-weight state A1 they have no linear effect. Together with the repopulation they change A by a further −0.04 % to −0.16 % of A0 if each amplitude is taken to change by half that fraction (−0.17 % at the upper end if the square root is kept in full). A similar strain dependence of a and b is not sized here.

Second, A1 is bound more tightly than E, so their envelopes differ. Hydrogenic envelopes for binding energies of 45 and 32 meV have a squared overlap of 0.98. The squared coupling between the two levels, and with it their contribution to the quadratic coefficient, falls by about 2 %. This figure depends on the envelopes assumed. With a Coulomb tail and a short-range attraction acting on A1 only, fitted to the same binding energies, the squared overlap is about 0.93. Coupling to higher shells then more than makes up the loss, and the quadratic coefficient becomes about −0.227 instead of −0.222. The net effect is a few per cent of the coefficient, and the overlap alone does not fix its sign.

Third, the donor may be thermally excited. The first excited level lies 11.0 meV above the ground state. The excited fraction is about 3×10⁻¹⁴ at 4 K but 0.5 % at 20 K. If the donor samples its levels quickly, the mean coupling at 20 K could drop by up to about that fraction. An unstrained donor at 20 K, with levels at 12 and 13 meV, would drop too, by up to about 0.4 %, so the shift caused by strain at fixed temperature changes by much less.

Q: How near is all this to an implanted qubit?

A: The parameters are near those of phosphorus, and strains of roughly 10⁻⁴ to 10⁻³ are plausible near metal gates that contract on cooling. The electric field of a gate, which also changes A, is left out here. Another assumption such a device breaks is that of a uniform, shear-free strain along one axis: under a gate the strain varies with position, and its volume part depends on the geometry. The free and clamped bars show how much this matters. At the same ε_zz = 3×10⁻⁴, the model's shift goes from 1.27 % to 0.82 %, while the omitted volume term more than doubles. The model also presumes a donor on a lattice site in crystal whose implantation damage has been annealed out, since a nearby defect would remove the site symmetry on which the missing linear term rests. To predict how strain shifts A for a particular donor, one therefore needs at least its full local strain, the valley repopulation which that strain causes, and the volume coefficient K with its sign. The numerical output below lists the values for both bars.

Values computed for the example and the checks

```
Xi_u = 9.0 eV, Delta = 13.0 meV
T2 above A1 = 12.0 meV, A0 = 120 MHz
C11 = 166 GPa, C12 = 64 GPa
largest error of closed forms = 1.9e-15
linear coefficient of A/A0 in x = 1.1e-07
quadratic coefficient = -0.22219 (-2/9 = -0.22222)
cubic coefficient = 0.1478 (4/27 = 0.1481)
slope of p_z in x = -0.44444 (-4/9 = -0.44444)
A/A0 limits: x>>1 0.6667, x<<-1 0.3334
free sides: e_xx/e_zz = -0.2783
-- free sides, e_zz = +3.0e-04
delta = +3.451 meV, x = +0.2655
p_z = 0.2319, A/A0 = 0.98728
change of A = -1.272 % = -1.526 MHz
quadratic term alone = -1.566 %
-- free sides, e_zz = -3.0e-04
delta = -3.451 meV, x = -0.2655
p_z = 0.4641, A/A0 = 0.98215
change of A = -1.785 % = -2.142 MHz
quadratic term alone = -1.566 %
omitted linear term, size: 0.089 to 0.355 %
equal-size strain: 1.7e-05 to 6.8e-05
-- clamped sides, e_zz = +3.0e-04
delta = +2.700 meV, x = +0.2077
p_z = 0.2511, A/A0 = 0.99182
change of A = -0.818 % = -0.982 MHz
quadratic term alone = -0.959 %
-- clamped sides, e_zz = -3.0e-04
delta = -2.700 meV, x = -0.2077
p_z = 0.4340, A/A0 = 0.98929
change of A = -1.071 % = -1.285 MHz
quadratic term alone = -0.959 %
omitted linear term, size: 0.200 to 0.800 %
equal-size strain: 6.3e-05 to 2.5e-04
-- further estimates, free sides, tension
stress along [001] = 39.1 MPa
volume coefficient K = 20 to 80 (rough)
amplitude response: -0.041 to -0.162 %
binding energies: A1 45 meV, E 32 meV
envelope overlap squared = 0.9785
loss of squared A1-E coupling = 2.2 %
first excited level = 11.03 meV above ground
excited fraction at 4 K = 2.6e-14
excited fraction at 20 K = 4.7e-03
```
